# Intersubband charge and spin plasmons of a doped quantum well

## Problem

A quantum well of width $L=20$ nm and depth $V_0=250$ meV holds $N=3\times10^{11}$ cm$^{-2}=0.003$ nm$^{-2}$ electrons in its lowest subband. The effective mass is $m=0.07\,m_e$ and the dielectric constant is $\kappa=13$, both the same everywhere. The donors lie in two equal remote sheets, one on each side. These are round model parameters. The confining potential is

$$
v_w(z)=V_0\left\{1-\tfrac12\left[\tanh\frac{z+L/2}{w}-\tanh\frac{z-L/2}{w}\right]\right\},\qquad w=1\ \text{nm}.
$$

The electrons are set oscillating along $z$, uniformly in the plane. In a charge plasmon both spins move together; in a spin plasmon they move oppositely. Find the two frequencies in the adiabatic local density approximation (LDA), at zero temperature and for an unpolarized ground state. Separate the depolarization shift, due to the electric field of the oscillating charge, from the excitonic shift, due to the oscillating exchange-correlation (xc) potential. Can the depolarization shift be read off from the distance between the two plasmons?

Potentials below are potential energies of an electron, and $E=\hbar\omega$. Two constants recur:

$$
\frac{\hbar^2}{m}=1088.6\ \text{meV nm}^2,\qquad C\equiv\frac{e^2}{\varepsilon_0\kappa}=1391.9\ \text{meV nm}.
$$

## First estimate by scaling

For hard walls the subband energies are $\hbar^2\pi^2j^2/2mL^2$, so the lowest spacing is

$$
E_{21}\approx\frac{3\pi^2}{2}\frac{\hbar^2}{mL^2}=\frac{29.61\times1088.6}{2\times400}=40.3\ \text{meV}.
$$

To estimate the interaction, treat the electrons as a cold fluid of mean density $\bar n=N/L=1.5\times10^{-4}$ nm$^{-3}$. Continuity, $\partial_t\delta n=-\bar n\,\partial_zu$, and Newton's law, $m\,\partial_tu=-\partial_z\delta U$, combine to $m\,\partial_t^2\delta n=\bar n\,\partial_z^2\delta U$. A wave of wavenumber $k$ then has $\omega^2=(\bar nk^2/m)\,\delta U/\delta n$. Poisson's equation gives a Hartree part $C\,\delta n/k^2$ of $\delta U$. The local xc potential adds $f\,\delta n$, where $f$ is its derivative with respect to density. Adding the confinement as a further restoring force, which is a guess at this stage,

$$
E^2\approx E_{21}^2+\frac{\hbar^2\bar n}{m}\left(C+k^2f\right).
$$

The density oscillation has one positive and one negative lobe across the well, so $k\approx2\pi/L$.

For $f$ take exchange alone. The exchange energy density of the uniform electron gas is $-\frac34(3/\pi)^{1/3}(C/4\pi)\,n^{4/3}$, where $C/4\pi$ is the Coulomb constant $e^2/4\pi\varepsilon_0\kappa$. Two derivatives bring down $\frac43\cdot\frac13$:

$$
f_x=-\frac13\left(\frac3\pi\right)^{1/3}\frac{C}{4\pi}\,n^{-2/3}.
$$

At $\bar n$ this is $-1.29\times10^4$ meV nm$^3$. The two interaction terms are

$$
\frac{\hbar^2\bar n}{m}C=227\ \text{meV}^2,\qquad \frac{\hbar^2\bar n}{m}k^2|f_x|=208\ \text{meV}^2.
$$

Relative to $E_{21}^2=1623$ meV$^2$ they are $0.140$ and $0.128$. The charge plasmon feels both: $E_c\approx\sqrt{1623+227-208}=40.5$ meV. Opposite spin motions leave the total density unchanged, so the spin plasmon has no Hartree term. Exchange acts only between equal spins, so each spin feels only its own density change and is softened as much as in the charge mode (the equality of the two exchange kernels is derived below): $E_s\approx\sqrt{1623-208}=37.6$ meV.

The estimate says that the field stiffens the oscillation, exchange softens it, and the two are of similar size. Their ratio is $C/(k^2|f_x|)\propto(NL^2)^{2/3}$, so the field should win in dense or wide wells. It reaches equality at $NL^2\approx1.05$, or $N\approx2.6\times10^{11}$ cm$^{-2}$ here.

## Solution

### Ground state

The envelope functions $\varphi_j(z)$ are real and normalized, and obey

$$
\left[-\frac{\hbar^2}{2m}\frac{d^2}{dz^2}+v_w+v_H+v_{xc}\right]\varphi_j=\varepsilon_j\varphi_j,\qquad n=N\varphi_1^2 .
$$

The Hartree potential solves $v_H''=-Cn$ between the donor sheets:

$$
v_H(z)=-\frac C2\int|z-z'|\,n(z')\,dz'+\text{const}.
$$

The fields of the two equal donor sheets cancel between them, so they add only a constant there. The xc potential is that of a uniform gas with the local density, with mass $m$ and Coulomb constant $C/4\pi$.

Write $E_j=\varepsilon_j-\varepsilon_1$, so that $E_2\equiv E_{21}$. One subband is occupied if the Fermi energy $E_F=\pi\hbar^2N/m$, measured from its bottom, is less than $E_{21}$.

### Response of the independent electrons

Let the total potential acting on spin $\sigma=\pm1$ change by $\delta v_\sigma(z)e^{-i\omega t}+\text{c.c.}$ It conserves in-plane momentum. Because the subbands share one mass, they are parallel, and an electron of any in-plane momentum has the same transition energies $E_j$. All electrons therefore have the same time-dependent envelope,

$$
\varphi=e^{-i\varepsilon_1t/\hbar}\Big[\varphi_1+\sum_{j\ge2}\left(a_je^{-i\omega t}+b_j^*e^{i\omega t}\right)\varphi_j\Big].
$$

The term $j=1$ changes the phase but not the density at first order. With $\rho_j=\varphi_1\varphi_j$ and $v_j=\int\rho_j\,\delta v_\sigma\,dz$, the first-order Schrödinger equation gives, for the two time factors,

$$
(\varepsilon_1+E)a_j=\varepsilon_ja_j+v_j,\qquad(\varepsilon_1-E)b_j^*=\varepsilon_jb_j^*+v_j^* .
$$

Hence $a_j=v_j/(E-E_j)$ and $b_j=-v_j/(E+E_j)$. The part of $|\varphi|^2$ that varies as $e^{-i\omega t}$ is $\sum_j\rho_j(a_j+b_j)$. Each spin has $N/2$ electrons per area, so

$$
\delta n_\sigma=\frac N2\sum_{j\ge2}\frac{2E_j}{E^2-E_j^2}\,\rho_j(z)\int\rho_j\,\delta v_\sigma\,dz' .
$$

### Separation of charge and spin

Let $e(n,m_s)$ be the xc energy per volume, with $n=n_\uparrow+n_\downarrow$ and $m_s=n_\uparrow-n_\downarrow$. Then $v_{xc,\sigma}=\partial e/\partial n_\sigma=\partial e/\partial n+\sigma\,\partial e/\partial m_s$. Since $e$ is even in $m_s$, its mixed derivative vanishes at $m_s=0$, and

$$
\delta v_{xc,\sigma}=f_n\,\delta n+\sigma f_m\,\delta m_s,\qquad f_n=\frac{\partial^2e}{\partial n^2},\quad f_m=\frac{\partial^2e}{\partial m_s^2}.
$$

Both kernels are taken at the local ground-state density. The Hartree potential depends on $\delta n$ alone. Adding the responses of the two spins gives an equation for $\delta n$, driven by the half-sum of the potentials. Subtracting them gives one for $\delta m_s$, driven by the half-difference. In both, the prefactor $N/2$ becomes $N$. The charge equation contains the Hartree interaction and $f_n$; the spin equation contains $f_m$ only.

### Free oscillations

With no external drive, the potential is produced by the oscillation itself. Let $K_{jk}$ be the matrix element of the interaction between $\rho_j$ and $\rho_k$, and let $V_j$ be the projection of the induced potential on $\rho_j$. Inserting the response into the definition of $V_j$,

$$
V_j=\sum_kK_{jk}\frac{2NE_k}{E^2-E_k^2}V_k .
$$

Substitute $V_k=(E^2-E_k^2)\,x_k/\sqrt{E_k}$ and multiply by $\sqrt{E_j}$:

$$
\sum_k\left[E_j^2\delta_{jk}+2N\sqrt{E_jE_k}\,K_{jk}\right]x_k=E^2x_j .
$$

This is the linear response with all subbands. Keeping only the transition $1\to2$ leaves

$$
E^2=E_{21}^2+2NE_{21}K_{22}.
$$

This confirms the guess that the interaction adds to the square of the energy.

### The depolarization term

Write $\rho=\varphi_1\varphi_2$ and $R(z)=\int_{-\infty}^z\rho\,dz'$. Orthogonality makes $R$ vanish at both ends. Since $\partial_{z'}|z-z'|=-\operatorname{sgn}(z-z')$, a partial integration gives

$$
P(z)\equiv\int|z-z'|\,R'(z')\,dz'=\int\operatorname{sgn}(z-z')\,R(z')\,dz',
$$

and therefore $P'=2R$. A second partial integration gives $\int R'P\,dz=-\int RP'\,dz=-2\int R^2dz$. The Hartree element is

$$
K_H=-\frac C2\int R'P\,dz=C\int R^2\,dz>0 .
$$

It is an electrostatic energy: $R$ is proportional to the field of the oscillating charge. Together with the local kernels this gives the result

$$
\boxed{E_c^2=E_{21}^2(1+\alpha-\beta),\qquad E_s^2=E_{21}^2(1-\gamma)}
$$

$$
\alpha=\frac{2NC}{E_{21}}\int R^2dz,\quad
\beta=-\frac{2N}{E_{21}}\int\varphi_1^2\varphi_2^2f_n\,dz,\quad
\gamma=-\frac{2N}{E_{21}}\int\varphi_1^2\varphi_2^2f_m\,dz .
$$

Here $\alpha$ is the depolarization shift, and $\beta$ and $\gamma$ are the excitonic shifts of the charge and spin modes. If $\gamma$ reached 1, $E_s$ would fall to zero and the unpolarized state would be unstable. A small $\gamma$ does not guarantee stability, because the electrons can also polarize within the lowest subband. For a sheet polarization $M=N_\uparrow-N_\downarrow$ at fixed envelope, the in-plane kinetic energy rises by $\pi\hbar^2M^2/2m$ and the xc energy changes by $\frac12M^2\int\varphi_1^4f_m\,dz$. The unpolarized state is therefore unstable once $S\equiv-(m/\pi\hbar^2)\int\varphi_1^4f_m\,dz$ exceeds 1. For the well of this problem $S=0.16$.

### What the splitting measures

Subtracting the two results,

$$
E_c^2-E_s^2=E_{21}^2\left(\alpha-\beta+\gamma\right).
$$

This yields $\alpha$ only if $\beta=\gamma$. With $\partial/\partial n_{\uparrow,\downarrow}=\partial/\partial n\pm\partial/\partial m_s$, the difference of the kernels is

$$
\frac{\partial^2e}{\partial n_\uparrow\partial n_\downarrow}=\frac{\partial^2e}{\partial n^2}-\frac{\partial^2e}{\partial m_s^2}=f_n-f_m .
$$

Exchange acts between equal spins, so its energy is a sum of one term for each spin and the mixed derivative is zero. For exchange alone the splitting does measure depolarization. Correlation between opposite spins breaks the equality.

### Numbers

The ground-state equation was solved on a grid of spacing 0.5 nm from $-24$ to $24$ nm, with a sinc-function basis for the kinetic energy. The density was iterated until it reproduced itself. The xc potential is the LDA with Perdew–Wang correlation, and the kernels are its numerical derivatives.

The empty well has a spacing of 32.36 meV. With the electrons in place it is $E_{21}=30.25$ meV. This static change is already contained in $E_{21}$ and is distinct from the three dynamic shifts. The Fermi energy is $\pi\times1088.6\times0.003=10.3$ meV, so one subband is occupied.

The computed integral is $\int R^2dz=1.302$ nm, and

$$
\alpha=\frac{2\times0.003\times1391.9\times1.302}{30.25}=0.359,
$$

to the accuracy of these rounded inputs; the unrounded value is 0.3595. The other integrals give $\beta=0.123$ and $\gamma=0.090$. Hence

$$
E_c=30.254\sqrt{1+0.3595-0.1231}=33.64\ \text{meV}\quad(8.13\ \text{THz}),
$$

$$
E_s=30.254\sqrt{1-0.0902}=28.86\ \text{meV}\quad(6.98\ \text{THz}).
$$

Depolarization alone would put the charge mode at 35.28 meV, and the excitonic term alone at 28.33 meV. The shifts add in the squared energy, not in the energy.

The matrix with all subbands of the grid gives the same two energies to within 0.01 meV. The splitting would suggest $\alpha=0.327$, which is 9% below the true value; the missing part is $\beta-\gamma=0.033$.

### Dependence on density

The same calculation at other densities gives the following values, with plasmon energies from all subbands. $N$ is in $10^{11}$ cm$^{-2}$ and energies are in meV.

| $N$ | $E_{21}$ | $E_c$ | $E_s$ | $\alpha$ | $\beta$ | $\gamma$ |
|---|---|---|---|---|---|---|
| 0.1 | 32.60 | 32.14 | 32.28 | 0.011 | 0.039 | 0.020 |
| 0.3 | 32.54 | 32.16 | 32.01 | 0.032 | 0.055 | 0.032 |
| 1 | 32.03 | 32.47 | 31.15 | 0.109 | 0.082 | 0.054 |
| 3 | 30.25 | 33.64 | 28.86 | 0.360 | 0.123 | 0.090 |
| 5 | 28.43 | 34.90 | 26.70 | 0.662 | 0.155 | 0.118 |

For fixed envelopes $\alpha$ grows as $N$, while the exchange part of $\beta$ grows as $N\cdot N^{-2/3}=N^{1/3}$. In the two most dilute wells $\alpha<\beta$, and the charge plasmon lies below $E_{21}$. At $N=0.1$ even $\alpha<\beta-\gamma$, and it lies below the spin plasmon; that row, however, refers to an unstable state, as explained below. The same ordering holds at $N=0.16$, where $\alpha=0.017$, $\beta-\gamma=0.021$ and $S=0.90$.

At $N=0.1$, $0.16$ and $0.3$, $E_{21}$ also exceeds its empty-well value. To first order the static change is $\int(\varphi_2^2-\varphi_1^2)(v_H+v_{xc})\,dz$. The Hartree potential is highest at the centre, where $\varphi_1^2$ is concentrated, and lowers the spacing in proportion to $N$. The xc potential is deepest there and raises the spacing, its exchange part as $N^{1/3}$, which dominates when $N$ is small.

The dilute rows need caution. The ratio $S$ is 0.63 at $N=0.3$, passes 1 near $N=0.13$, and is 1.17 at $N=0.1$. This ratio tests only a small polarization. Comparing self-consistent total energies, the fully polarized state lies below the unpolarized one for $N$ below about $0.15$, so between about $0.13$ and $0.15$ the unpolarized state is only metastable. At $N=0.16$ it is the lower of the two by only about 7 μeV per electron. In the most dilute well the LDA itself prefers a spin-polarized state, although $\gamma$ is only 0.020, so that row describes oscillations about an unpolarized state that is not the ground state of the model. At $N=0.1$ the typical distance between electrons in the plane, $N^{-1/2}=100$ nm, is five times the well width, and a locally uniform three-dimensional gas is a poor picture. At $N=3$ that distance is 18 nm, comparable with the width, so the LDA is an approximation of unquantified error there too. The adiabatic kernel is also real and independent of frequency, so these modes have no linewidth.

### A parabolic well

If $v_w=\frac12m\omega_0^2z^2$, one mode is known for any density. Let $v_0(z)$ be the ground-state value of $v_H+v_{xc}$. When the density moves rigidly by $X(t)$, this potential moves with it and becomes $v_0(z-X)$. Try

$$
\varphi(z,t)=e^{i[m\dot Xz/\hbar-g(t)]}\,\varphi_1(z-X).
$$

In the time-dependent Kohn–Sham equation the terms $-i\hbar\dot X\varphi_1'$ cancel between the two sides. Using the ground-state equation for $\varphi_1(z-X)$, what remains is

$$
-m\ddot Xz+\hbar\dot g=\varepsilon_1+\tfrac12m\dot X^2+m\omega_0^2Xz-\tfrac12m\omega_0^2X^2 .
$$

The terms linear in $z$ require $\ddot X=-\omega_0^2X$, and the rest fixes $g$. The charge mode therefore lies at $\hbar\omega_0$: the static change of $E_{21}$ and the dynamic shifts compensate. For $\hbar\omega_0=40$ meV and $N=3\times10^{11}$ cm$^{-2}$, the spacing is 37.28 meV, the charge mode with all subbands is at 40.00 meV, and the spin mode is at 36.04 meV. The argument does not cover the spin mode, because opposite displacements do not carry the potential along rigidly.

## Comparison

The boxed result can be evaluated for hard walls, which shows where the estimate went wrong. With $\theta=\pi z/L$ and $z$ measured from one wall, $\rho=(4/L)\sin^2\theta\cos\theta$, so $R=(4/3\pi)\sin^3\theta$. Because $\int_0^\pi\sin^6\theta\,d\theta=5\pi/16$,

$$
\int R^2dz=\frac{16}{9\pi^2}\cdot\frac L\pi\cdot\frac{5\pi}{16}=\frac{5L}{9\pi^2}=1.126\ \text{nm}.
$$

Also $\int\varphi_1^2\varphi_2^2dz=1/L$. With $E_{21}=3\pi^2\hbar^2/2mL^2$ and $f_x$ kept at the mean density, the two terms in $E^2$ become

$$
2NE_{21}C\,\frac{5L}{9\pi^2}=\frac53\,\frac{\hbar^2\bar n}{m}C,\qquad
\frac{2NE_{21}|f_x|}{L}=\frac34\,\frac{\hbar^2\bar n}{m}\left(\frac{2\pi}L\right)^2|f_x| .
$$

The fluid estimate had the right dependence on every parameter, but its coefficients were too small by $5/3$ for the field and too large by $4/3$ for exchange.

| | fluid | hard walls | self-consistent |
|---|---|---|---|
| $E_{21}$ (meV) | 40.3 | 40.3 | 30.3 |
| $\alpha$ | 0.140 | 0.233 | 0.360 |
| $\beta$ | 0.128 | 0.096 | 0.123 |
| $\gamma$ | 0.128 | 0.096 | 0.090 |
| $E_c$ (meV) | 40.5 | 43.0 | 33.6 |
| $E_s$ (meV) | 37.6 | 38.3 | 28.9 |

Relative to the self-consistent energies, the fluid estimate is 20% too high for the charge mode and 30% too high for the spin mode. The estimated $E_{21}$ alone is 33% above the self-consistent value, more than either error; the errors in the shifts partly cancel it, because the estimate makes $\alpha-\beta$ too small and $\gamma$ too large. In the empty well, the finite height of the barriers lowers $E_{21}$ by about 10 meV from the hard-wall 40.3 meV, and the grading of the walls, which narrows the bottom of the well, raises it again by about 2 meV, to 32.4 meV. The static potential of the electrons then lowers it to 30.3 meV.

The rise of $\alpha$ from the hard-wall value has two factors. The smaller spacing contributes $40.3/30.25=1.33$, and the wider envelopes contribute $1.302/1.126=1.16$; indeed $0.233\times1.33\times1.16=0.36$.

The corrected coefficients also move the density at which $\alpha=\beta$. The fluid value $NL^2=1.05$ is multiplied by $(\frac34\cdot\frac35)^{3/2}=0.30$, which gives $N\approx0.8\times10^{11}$ cm$^{-2}$. The self-consistent crossing lies between $0.3$ and $1\times10^{11}$ cm$^{-2}$. Scaling thus finds the competition and its dependence on $NL^2$, but it cannot tell which side wins at a density near the crossing. Nor can an exchange-only estimate show the difference between $\beta$ and $\gamma$, which prevents the splitting from being a direct measure of depolarization.
